# Decay eigenvalues of the strong-collision master equation for unimolecular reactions, part 2

Molecules diluted in a carrier gas react from level $i$ at the rate $k_i\ge0$, with at least one $k_i$ positive. Collisions of frequency $w$ are strong: whatever the level before, the molecule is afterwards in level $i$ with its equilibrium probability $f_i>0$, $\sum_if_i=1$. The populations are $n_i(t)$, with total $P(t)$. How well does a steady-state rate $k_0$ approximate the lowest decay rate $L_1$?

Decay modes are $n_i(t)=v_ie^{-Lt}$. Let $\kappa_1<\dots<\kappa_d$ be the distinct reaction rates, $m_a$ the number of levels with rate $\kappa_a$, and $p_a=w+\kappa_a$.

**Theorem 1.** The eigenvalues $L$ whose modes have nonzero sum are the $d$ simple roots $L_1<\dots<L_d$ of the secular equation

$$\Phi(L)=\sum_i\frac{wf_i}{w+k_i-L}=1, \tag{12}$$

with $0<L_1<p_1<L_2<p_2<\dots$. The others are the values $p_a$, each occurring $m_a-1$ times, with zero-sum modes.

All these are also the eigenvalues of the symmetric matrix $S_{ij}=(w+k_i)\,\delta_{ij}-w\sqrt{f_if_j}$, and none lies below $\kappa_1$.

For a start at equilibrium, $n_i(0)=f_i$,

$$P(t)=\sum_{j=1}^{d}a_je^{-L_jt},\qquad a_j=\Big[w^2\sum_i\frac{f_i}{(w+k_i-L_j)^2}\Big]^{-1}>0,\qquad \sum_ja_j=1. \tag{13}$$

Each root of (12), with its mode scaled to $\sum_iv_i=1$, satisfies

$$L=\sum_ik_iv_i=\sum_i\frac{wf_ik_i}{w+k_i-L}. \tag{14}$$

Setting $L=0$ on the right gives the steady-state rate

$$k_0=\sum_i\frac{wf_ik_i}{w+k_i}, \tag{15}$$

which obeys

$$\Phi(0)=1-\frac{k_0}{w}. \tag{16}$$

The mean lifetime $T=\int_0^\infty P\,dt$ from the equilibrium start is

$$T=\frac{\Phi(0)}{w[1-\Phi(0)]}=\frac{1-k_0/w}{k_0}=\frac1{k_0}-\frac1w. \tag{17}$$

The four-level model has $w=1$, $f=(0.4,\,0.3,\,0.2,\,0.1)$ and $k=(0,0,1,3)$, with rates in units of $w$. It gives $L_1=0.189170$ and $k_0=0.175$.

### Theorem 2: bounds on the lowest eigenvalue

Let $k_r$ be the smallest nonzero reaction rate. Then

$$k_0\le L_1\le\frac{k_0}{1-k_0/w},\qquad L_1\le\sum_if_ik_i, \tag{18}$$

$$\frac{L_1-k_0}{L_1}\le\frac{L_1}{w+k_r}. \tag{19}$$

Proof. Since $0<L_1<p_1$, all denominators in (14) are positive at $L=L_1$ and smaller than those in (15). This gives $k_0\le L_1$.

Integrating (13) gives $T=\sum_ja_j/L_j$. Each $L_j\ge L_1$, and the weights are positive with sum one, so $T\le1/L_1$. With (17) this is the upper bound.

The lowest eigenvalue of a symmetric matrix does not exceed $x^TSx/x^Tx$ for any $x$. For $x_i=\sqrt{f_i}$ this quotient is $\sum_i(w+k_i)f_i-w=\sum_if_ik_i$.

For (19), subtract (15) from (14):

$$L_1-k_0=\sum_iwf_ik_i\Big[\frac1{w+k_i-L_1}-\frac1{w+k_i}\Big]=L_1\sum_i\frac{wf_ik_i}{(w+k_i-L_1)(w+k_i)}.$$

Terms with $k_i=0$ vanish. In the others $1/(w+k_i)\le1/(w+k_r)$. What remains of the sum is $L_1$, by (14). Hence $L_1-k_0\le L_1^2/(w+k_r)$, and division by $L_1$ gives (19).

In the four-level model the first bounds are $0.175$ and $0.2121$, and $L_1=0.1892$ lies between them. The difference $L_1-k_0$ is $7.5\%$ of $L_1$, and (19) allows $9.5\%$.

The steady-state rate is thus reliable when $L_1\ll w+k_r$. A large gap requires that a molecule be lost on the time scale on which reactive levels lose their own population. If some levels do not react, this can happen when a sizeable fraction of the molecules is reactive at equilibrium with rates comparable to $w$. If every level reacts with rates far above $w$, the steady-state rate fails altogether, since $k_0<w$ by (16) while $L_1\ge\kappa_1$.

### Corollary: a single exponential

Suppose that some levels do not react, so $\kappa_1=0$, $L_1<w$ and all other $L_j>w$. Then $T\le a_1/L_1+(1-a_1)/w$. Rearranged,

$$(1-a_1)\Big(\frac1{L_1}-\frac1w\Big)\le\frac1{L_1}-T=\frac1{L_1}-\frac1{k_0}+\frac1w\le\frac1w ,$$

where the last step uses $L_1\ge k_0$. Multiplying by $wL_1/(w-L_1)$,

$$1-a_1\le\frac{L_1}{w-L_1}. \tag{20}$$

When $L_1\ll w$, a population that starts at equilibrium decays almost wholly in the slowest mode. One rate constant then describes the loss of population. The reaction flux starts at $\sum_if_ik_i$, which can be far above $L_1$, and settles to $L_1P$ only after the faster modes have decayed.

### Limits of fast and slow collisions

Hold the $f_i$ and $k_i$ fixed. For $w\to\infty$, (15) tends to $\sum_if_ik_i$. By (18), $L_1$ is squeezed between $k_0$ and this same sum, so

$$L_1\to\sum_if_ik_i .$$

Collisions keep every level at its equilibrium share, and the rate no longer depends on pressure.

For $w\to0$ with some unreactive levels, $k_0/w=\sum_if_ik_i/(w+k_i)$ tends to the total equilibrium population of the reactive levels, $F_r$. Since $L_1<w$, the right side of (19) vanishes in this limit, and so

$$L_1/w\to F_r .$$

Each collision that lifts a molecule above threshold leads to reaction. The rate is proportional to pressure.

If every level reacts, the slow limit is different. Then $\kappa_1\le L_1<w+\kappa_1$, and $L_1\to\kappa_1$: the molecules in the least reactive levels survive longest.

### A model precursor

Consider a precursor at $900$ K in a carrier gas at $10$ Torr. It has $s=9$ equal oscillators with quantum $0.16$ eV and a threshold of $m=15$ quanta, or $2.4$ eV. The level with $n$ quanta contains $\binom{n+8}{8}$ states. With $q=\exp(-0.16\ \mathrm{eV}/k_BT)$ and $k_BT=0.07756$ eV, its equilibrium population $f_n$ is proportional to $\binom{n+8}{8}q^n$.

The quantum Kassel model takes the reaction rate as a prefactor $A=10^{15}\ \mathrm{s^{-1}}$ times the probability that one chosen oscillator holds at least $m$ quanta. Setting $m$ quanta aside in that oscillator leaves $n-m$ to be distributed freely, so

$$k_n=A\,\frac{\binom{n-m+8}{8}}{\binom{n+8}{8}}\quad(n\ge m),\qquad k_n=0\quad(n<m).$$

At threshold $k_{15}=10^{15}/\binom{23}{8}=2.04\times10^9\ \mathrm{s^{-1}}$. Above threshold the rates rise with $n$, since

$$\frac{k_{n+1}}{k_n}=\frac{(n+1)(n-m+9)}{(n+1-m)(n+9)}$$

and the numerator exceeds the denominator by $8m$. All nonzero rates are therefore distinct.

The collision frequency follows from the hard-sphere formula

$$w=\frac{p}{k_BT}\,\pi D^2\sqrt{\frac{8k_BT}{\pi\mu}},\qquad \mu=\frac{28\times32}{28+32}\ \mathrm{u},$$

with pressure $p$, collision diameter $D=0.45$ nm, and the reduced mass $\mu$ of a carrier molecule of $28$ u and a precursor molecule of $32$ u. It gives $w=7.71\times10^7\ \mathrm{s^{-1}}$.

The calculation keeps $45$ levels, $n=0$ to $44$. The $15$ levels below threshold form one group and the $30$ reactive levels are distinct, so $d=31$. Diagonalization yields the $31$ roots of (12) and $14$ further eigenvalues at $w$, as Theorem 1 requires. If every state of a level is given the same rate $k_n$, resolving the states adds further zero-sum modes at $w+k_n$ without changing the roots. This presumes, as the Kassel rate does, that energy is redistributed among the oscillators fast enough to keep the states of each level equally populated. Without such redistribution only the states with at least $m$ quanta in the chosen oscillator would react, at the rate $A$, and the lowest eigenvalue would be about $wq^{15}=2.8\times10^{-6}\ \mathrm{s^{-1}}$. Taken literally, this picture needs redistribution fast compared with $A$ itself: if the states of each level are scrambled at the rate $10^{13}\ \mathrm{s^{-1}}$, the lowest eigenvalue is only $0.30$ of the Kassel value, and at $10^{15}\ \mathrm{s^{-1}}$ it is $0.97$. Since $A$ exceeds the oscillator frequency of $3.9\times10^{13}\ \mathrm{s^{-1}}$, it must be read as an effective prefactor and not as the rate of individual states.

The lowest eigenvalue is

$$L_1=0.484\ \mathrm{s^{-1}},$$

or a decay time of $2.07$ s. The equilibrium population above threshold is $6.475\times10^{-9}$, so the slow-collision limit is $7.71\times10^7\times6.475\times10^{-9}=0.499\ \mathrm{s^{-1}}$. The eigenvalue is $3\%$ lower, because some molecules lifted above threshold are deactivated before they react.

The steady-state rate differs from $L_1$ by $1.9\times10^{-10}$ of $L_1$, and (19) allows $2.3\times10^{-10}$. For this precursor the exact equation justifies the steady-state formula and brings no useful numerical correction. The part of the population outside the slowest mode is $6.1\times10^{-9}$. The conversion in one second is therefore $1-e^{-0.484}=38\%$.

At a fixed temperature of $900$ K the rate changes with pressure as follows.

| Pressure (Torr) | $L_1$ (s⁻¹) | $L_1$ / fast limit |
|---|---|---|
| 1 | 0.050 | 0.0014 |
| 10 | 0.48 | 0.013 |
| 100 | 3.8 | 0.11 |
| 760 | 13 | 0.36 |

The fast limit is $\sum_nf_nk_n=Aq^{15}=36.4\ \mathrm{s^{-1}}$. To see this for the full ladder, note that the binomial in $k_n$ cancels that in $f_n$. The remaining sum over $n-m$ equals $q^m$ times the normalization of the $f_n$. The first tenfold rise in pressure raises $L_1$ by a factor of $9.7$, the second by $7.9$. Even at atmospheric pressure the model is well below its fast limit.

### What the model leaves out

Weaker collisions can lower the rate strongly. Replace the strong-collision assumption by a ladder on which a collision removes one quantum with probability $0.3$, a mean downward loss of $0.048$ eV per collision. Let upward steps follow from detailed balance, and keep all other parameters. The lowest eigenvalue falls to $0.097\ \mathrm{s^{-1}}$, one fifth of the strong-collision value, and the conversion in one second falls to about $9\%$. The reduction is nearly proportional to the chosen step probability: the ratio to the strong-collision value is $0.067$ for a probability of $0.1$ and $0.40$ for $0.6$. The ratio also depends on pressure: for the probability $0.3$ it is $0.23$ at $100$ Torr and $0.35$ at $760$ Torr. Equation (12) does not apply to the ladder, because the level after a collision depends on the level before it.

Unequal oscillators change the population above threshold. With four quanta of $0.25$ eV and five of $0.11$ eV, the population at or above $2.4$ eV is $0.49$ times that of the equal-oscillator model. Near the slow limit the rate falls by about the same factor. This factor does not measure the unequal frequencies alone. The equal-oscillator ladder has a level exactly at threshold, with $f_{15}=\binom{23}{8}q^{15}(1-q)^9=5.2\times10^{-9}$, about four fifths of the population counted. A slightly higher threshold would exclude this level, so the factor depends strongly on where the threshold falls in the ladder. At $2.41$ eV it is about $2.1$, and its geometric mean over thresholds spanning one ladder spacing is close to one. Not even the direction of the effect is fixed by this comparison.

Rotation raises the rate when the molecule expands on the way to the barrier. If the moment of inertia grows by a factor $r$ on the way to the barrier at fixed angular momentum, a rotational energy $E$ lowers the threshold by $E(1-1/r)$. Weighting each molecule by $\exp[E(1-1/r)/k_BT]$ and averaging over the thermal distribution $\sqrt E\,e^{-E/k_BT}$ of a three-dimensional rotor gives $r^{3/2}$. For $r=1.2$, a chosen value and not one determined for a real molecule, this is $1.31$. It is an upper estimate for the slow limit, since it ignores the lower density of vibrational states at the lowered threshold.

The estimate of tunnelling depends strongly on the level spacing. Give each level below threshold the rate $k_{15}/[1+\exp(2\pi\,\delta/0.12\ \mathrm{eV})]$, where $\delta$ is its distance from threshold. Here $0.12$ eV is a chosen value for the quantum of the inverted barrier. This parabolic-barrier estimate raises $L_1$ by $2.6\%$, a small amount because the nearest level lies a full $0.16$ eV below threshold. It leaves out reflection: the same formula gives one half at $\delta=0$, and applying it also to the levels at and above threshold turns the net change into $-0.2\%$. The figures that follow omit reflection as well. A level with population $f$ and tunnelling rate $k$ contributes $wfk/(w+k)$ to (15), so at $k=w$ it counts with half its population, and the level just below threshold holds more population than all levels above it. If the level $n=14$ lay $0.08$ eV below threshold, the same formula would raise $L_1$ by about $120\%$. On the denser levels of the unequal oscillators, with the Kassel rate taken at $n$ equal to the energy divided by $0.16$ eV, it raises the rate by about $80\%$. The coarse ladder therefore cannot show that tunnelling is small. By comparison, a temperature $10$ K higher at the same pressure raises $L_1$ by $36\%$.

These estimates were made one at a time and do not combine into a corrected rate. Anharmonicity, reverse reactions and reactions on walls are not included.

### Relation to silicon deposition

The parameters lie roughly in the regime of silane pyrolysis in thermal silicon deposition: a small molecule with nine vibrations, a barrier of somewhat over $2$ eV, about $900$ K and a pressure well below atmospheric. They are round model values, and $L_1$ is not a predicted rate for silane. The equal oscillators are not typical of silane, whose stretching quanta are roughly twice its bending quanta. Real carrier gases also break the strong-collision assumption, which in the ladder model above lowers the rate fivefold at $10$ Torr for the step probability $0.3$ chosen there, a model value and not one determined for a real gas. In a reactor, silane also decomposes on the hot surface, and its gaseous products can recombine, so the gas-phase eigenvalue alone does not determine the growth rate.

## Calculated quantities

```
FOUR-LEVEL MODEL, rates in units of w
f: [0.4, 0.3, 0.2, 0.1]  k: [0.0, 0.0, 1.0, 3.0]
eigenvalues by diagonalization: 0.189170 1.000000 1.885283 3.925547
roots of secular equation: 0.189170 1.885283 3.925547
mode weights: 0.882921 0.062061 0.055018
steady-state rate k0: 0.175 w
upper bound k0/(1-k0/w): 0.212121 w
bound L1/(w+k_r) on (L1-k0)/L1: 0.09458
actual (L1-k0)/L1: 0.0749
mean lifetime: 4.71429 1/w
MODEL PRECURSOR
temperature: 900 K
pressure: 10 Torr
thermal energy: 0.077556 eV
oscillators: 9
quantum: 0.16 eV
threshold energy: 2.4 eV
Kassel prefactor: 1e+15 1/s
collision diameter: 0.45 nm
carrier mass: 28 u
precursor mass: 32 u
levels kept: 45
collision frequency w: 7.7105e+07 1/s
rate at threshold level: 2.0395e+09 1/s
population above threshold: 6.4754e-09
fast-collision limit: 36.357 1/s
slow-collision limit at this w: 0.49929 1/s
lowest eigenvalue L1 from secular equation: 0.4840388 1/s
lowest eigenvalue by diagonalization: 0.4840388 1/s
steady-state rate k0: 0.4840388 1/s
relative difference (L1-k0)/L1: 1.91e-10
its bound L1/(w+k_r): 2.29e-10
number of extra eigenvalues at w: 14
number of secular roots: 31
relaxation time 1/w: 12.97 ns
decay time 1/L1: 2.066 s
one minus weight of slow mode: 6.09e-09
conversion in 1 s: 38.37 %
FALL-OFF: pressure (Torr), L1 (1/s), L1/fast limit
     1  0.04977  0.001369
    10  0.484  0.01331
   100  3.835  0.1055
   760  13.09  0.3601
NEGLECTED EFFECTS
ladder down-step probability: 0.3
ladder mean downward loss per collision: 0.048 eV
weak-collision L1: 0.09669 1/s
weak/strong ratio: 0.2
conversion in 1 s, weak (single mode): 9.22 %
tunnelling increase (barrier quantum 0.12 eV): 2.6 %
unequal/equal modes, population above: 0.486
rotation factor (inertia ratio 1.2): 1.31
increase of L1 for +10 K: 36.4 %
```
